# Nonrelativistic Lamb shift of s and p states in one-electron ions, part 1

(Sections cited here and not found follow in the second part.)

**Q.** In a one-electron ion the relativistic Coulomb problem makes $2s$ and $2p_{1/2}$ degenerate. I measure the $2s$ level well above the place where that problem puts it, while the $2p_{1/2}$ level has hardly moved. Both feel the same vacuum. What does the vacuum do to a bound electron that can tell them apart?

**A.** It shakes the electron, and the states differ in what the shaking costs them. I use atomic units, $\hbar=m=e=1$ and $c=1/\alpha$, with Gaussian fields, so that photon energy and frequency are the same number. The electron is nonrelativistic and for now spinless, it moves in a fixed potential energy $V(\mathbf r)$, and the nucleus is a point of infinite mass.

Take one field mode of frequency $\omega$, so fast that the binding force has no time to act within a period. The electron, of charge $-1$, responds as if free. Its displacement $\boldsymbol\delta$ from the smooth orbit obeys $\ddot{\boldsymbol\delta}=-\mathbf E(t)$. For $\mathbf E=\mathbf E_0\cos\omega t$, integrating twice gives the oscillating solution $\boldsymbol\delta=\mathbf E/\omega^2$, so
$$\langle\delta^2\rangle_{\rm mode}=\frac{\langle E^2\rangle}{\omega^4}.$$

A mode in a box of volume $\Omega$ is an oscillator with zero-point energy $\omega/2$. The field energy is $\Omega(\langle E^2\rangle+\langle B^2\rangle)/8\pi$, and the two terms are equal in a light wave, so $\omega/2=\Omega\langle E^2\rangle/4\pi$. This gives $\langle E^2\rangle=2\pi\omega/\Omega$ and $\langle\delta^2\rangle_{\rm mode}=2\pi/(\Omega\omega^3)$.

Periodic boundary conditions allow one wave vector per volume $(2\pi)^3/\Omega$, each with two polarizations. With $|\mathbf q|=\omega/c$ the number of modes in $d\omega$ is
$$2\,\frac{\Omega}{(2\pi)^3}\,4\pi\,\frac{\omega^2d\omega}{c^3}=\frac{\Omega\,\omega^2d\omega}{\pi^2c^3}.$$
The modes fluctuate independently with zero mean, so cross terms vanish and mean squares add:
$$d\langle\delta^2\rangle=\frac{2\pi}{\Omega\omega^3}\,\frac{\Omega\,\omega^2d\omega}{\pi^2c^3}=\frac{2\alpha^3}{\pi}\,\frac{d\omega}{\omega}.$$
Every octave contributes equally, and the integral needs limits at both ends:
$$\langle\delta^2\rangle=\frac{2\alpha^3}{\pi}L,\qquad L=\ln\frac{K}{k_0}.$$
This picture, Welton's, fixes the coefficient of the logarithm. It says that $K$ lies where the electron stops being nonrelativistic and $k_0$ where it stops being free, and it does not determine either.

**Q.** How does a jitter become an energy shift?

**A.** The jitter is fast compared with the orbital motion, so an electron whose mean position is $\mathbf r$ feels the average of $V(\mathbf r+\boldsymbol\delta)$. Where $V$ is smooth on the scale of $\delta$, expand:
$$\langle V(\mathbf r+\boldsymbol\delta)\rangle=V+\sum_i\langle\delta_i\rangle\,\partial_iV+\frac12\sum_{ij}\langle\delta_i\delta_j\rangle\,\partial_i\partial_jV+\dots$$
The vacuum has no preferred direction. Reversing $\boldsymbol\delta$ leaves its distribution unchanged, which removes all odd terms. The tensor $\langle\delta_i\delta_j\rangle$ must be unchanged by rotations, so it is a multiple $s\,\delta_{ij}$ of the unit tensor, and its trace $3s=\langle\delta^2\rangle$ fixes $s$. Therefore
$$\langle V(\mathbf r+\boldsymbol\delta)\rangle=V+\frac12\cdot\frac13\,\langle\delta^2\rangle\nabla^2V+O(\delta^4).$$
The $1/6$ is the Taylor factor $1/2$ times the share $1/3$ of each axis. It needs isotropy and nothing else about the distribution. A jitter along $x$ alone would give $\frac12\langle\delta^2\rangle\partial_x^2V$, which is not a Laplacian. First-order perturbation theory then gives
$$\Delta E=\frac16\langle\delta^2\rangle\langle\nabla^2V\rangle=\frac{\alpha^3}{3\pi}\,L\,\langle\nabla^2V\rangle .$$
The kinetic energy of the jitter, $\frac12\langle\dot\delta^2\rangle$, is the same in every state and drops out of level differences.

**Q.** The Coulomb potential is strongly curved everywhere near the nucleus. Why should a $p$ electron escape?

**A.** The curvatures along the three axes cancel. For a spherical function $\nabla^2V=\frac1r(rV)''$, and for $V=-Z/r$ the product $rV$ is constant, so $\nabla^2V=0$ for $r>0$. In detail, the radial curvature is $V''=-2Z/r^3$ and each of the two transverse curvatures is $V'/r=+Z/r^3$. What remains sits at the origin. By Gauss's theorem the integral of $\nabla^2V$ over a ball equals the flux of $\nabla V=Z\hat{\mathbf r}/r^2$ through its surface, $4\pi r^2\cdot Z/r^2=4\pi Z$ for any radius. Hence
$$\nabla^2\!\left(-\frac Zr\right)=4\pi Z\,\delta^3(\mathbf r),\qquad \Delta E=\frac{4\alpha^3}{3}\,Z\,L\,|\psi(0)|^2 .$$
The sign is positive: the jitter keeps the electron from sampling the bottom of the well.

Write $\psi=R(r)Y_{lm}$ and $u=rR$, with $u''=[\,l(l+1)/r^2+2(V-E)]u$. For $l>0$ the centrifugal term dominates as $r\to0$, a trial $u=r^s$ gives $s(s-1)=l(l+1)$, and the regular root is $s=l+1$. So $R\propto r^l$ and $\psi(0)=0$ for every $l>0$.

For $l=0$, multiply $u''=2(V-E)u$ by $u'$ and integrate from $0$ to $\infty$. The left side is $-\frac12u'(0)^2$. The right side is $\int(V-E)(u^2)'dr=-\int V'u^2dr$, the boundary term vanishing because $Vu^2\propto r$ at the origin. Thus $u'(0)^2=2\langle V'\rangle=2Z\langle r^{-2}\rangle$. To find $\langle r^{-2}\rangle$, treat $l$ as a continuous parameter in the Coulomb levels $E=-Z^2/2n^2$, $n=n_r+l+1$. The Hellmann–Feynman theorem equates $\partial E/\partial l=Z^2/n^3$ with $\langle(2l+1)/2r^2\rangle$, so $\langle r^{-2}\rangle=2Z^2/n^3$ at $l=0$. With $R(0)=u'(0)$ and $|Y_{00}|^2=1/4\pi$,
$$|\psi_{ns}(0)|^2=\frac{4Z^3/n^3}{4\pi}=\frac{Z^3}{\pi n^3},\qquad \Delta E_{nl}=\frac{4\alpha^3Z^4}{3\pi n^3}\,L\,\delta_{l0}$$
at first order in $\langle\delta^2\rangle$.

**Q.** You have Taylor-expanded a potential and found the whole effect at the one point where it is singular. Is that legitimate?

**A.** The average can be done without expanding. Average $1/|\mathbf r+\boldsymbol\delta|$ over the directions of $\boldsymbol\delta$ at fixed length $d$, with $t$ the cosine of the angle between the two vectors:
$$\frac12\int_{-1}^{1}\frac{dt}{\sqrt{r^2+d^2+2rdt}}=\frac{(r+d)-|r-d|}{2rd}=\frac1{\max(r,d)} .$$
The potential changes only for $r<d$, where it rises by $Z(1/r-1/d)$. The change is spherical, so the angular functions integrate to one. If $d$ is much smaller than the orbit scale $1/Z$, put $R\approx a\,r^l$, so $u^2\approx a^2r^{2l+2}$:
$$Za^2\int_0^d r^{2l+2}\left(\frac1r-\frac1d\right)dr=Za^2d^{2l+2}\left[\frac1{2l+2}-\frac1{2l+3}\right].$$
Averaging over the distribution of $d$,
$$\Delta E=\frac{Za^2\langle d^{2l+2}\rangle}{(2l+2)(2l+3)} .$$
For $l=0$ this is $Za^2\langle d^2\rangle/6$ with $a^2=4\pi|\psi(0)|^2$, the delta-function result with its $1/6$. For $l>0$ it is not zero but of higher order in the jitter.

The displacement is a linear sum of mode amplitudes, each Gaussian in the oscillator ground state, so it is Gaussian with variance $\sigma^2=\langle\delta^2\rangle/3$ per axis. Then $\langle d^4\rangle=3\langle x^4\rangle+6\langle x^2\rangle\langle y^2\rangle=9\sigma^4+6\sigma^4=15\sigma^4$. For $2s$, $a^2=4Z^3/8=Z^3/2$. For $2p$, $R=a\,r\,e^{-Zr/2}$, and normalization $a^2\int r^4e^{-Zr}dr=24a^2/Z^5=1$ gives $a^2=Z^5/24$. So
$$\Delta E_{2s}=Z\,\frac{Z^3}2\,\frac{3\sigma^2}6=\frac{Z^4\sigma^2}4,\qquad \Delta E_{2p}=Z\,\frac{Z^5}{24}\,\frac{15\sigma^4}{20}=\frac{Z^6\sigma^4}{32},$$
and the ratio is $(Z\sigma)^2/8$.

Relative to these leading forms the corrections are of order $Z\sigma$, because the next term of $u^2$ carries one more factor $Zr$, and because second-order perturbation theory enters at the same relative order, the perturbation $Z/\sigma$ being compared with the kinetic energy $1/\sigma^2$ at that distance. The Gaussian-smeared potential is $-Z\,\mathrm{erf}(r/b)/r$ with $b=\sqrt2\sigma$, since applying $\frac1r(r\,\cdot)''$ to it gives $4\pi Z(\pi b^2)^{-3/2}e^{-r^2/b^2}$, a nucleus spread into the normalized Gaussian. Diagonalizing the radial Hamiltonian with this potential in a B-spline basis gives a $2s$ shift of $0.985$ times the leading form at $Z\sigma=0.005$, and a $2p$ shift of $0.930$ times its leading form at $Z\sigma=0.04$.

**Q.** The logarithm still has two free limits, and the electron was classical. What does quantum theory say?

**A.** It returns the same coefficient and supplies $k_0$. The kinetic energy is $\frac12(\mathbf p+\mathbf A/c)^2$. In the dipole approximation $\mathbf A$ does not depend on $\mathbf r$, so the $A^2$ term moves all levels equally and the coupling is $\mathbf A\cdot\mathbf p/c$. From $\mathbf E=-\dot{\mathbf A}/c$, a mode of energy $k$ and polarization $\mathbf e$ has $\langle A^2\rangle=c^2\langle E^2\rangle/k^2=2\pi c^2/(k\Omega)$. Since $\mathbf A\propto\mathbf e\,(a+a^\dagger)$, this is also the squared amplitude for creating one photon. The squared matrix element from state $|0\rangle$ without photon to $|m\rangle$ with one photon is $(2\pi/k\Omega)|\mathbf e\cdot\mathbf p_{m0}|^2$, with $\mathbf p_{m0}=\langle m|\mathbf p|0\rangle$. Averaged over directions, $|\mathbf e\cdot\mathbf p_{m0}|^2\to|\mathbf p_{m0}|^2/3$. Multiplying by the mode density,
$$\frac{2\pi}{3k\Omega}\,\frac{\Omega k^2dk}{\pi^2c^3}=\frac{2\alpha^3}{3\pi}\,k\,dk .$$
With $\Delta_m=E_m-E_0$ the intermediate state lies $\Delta_m+k$ above the initial one, and second-order perturbation theory gives
$$\Delta E^{(2)}=-\frac{2\alpha^3}{3\pi}\int_0^Kdk\sum_m|\mathbf p_{m0}|^2\frac{k}{\Delta_m+k}.$$
Split $k/(\Delta_m+k)=1-\Delta_m/(\Delta_m+k)$. The $1$ gives, by completeness, $-(2\alpha^3/3\pi)K\langle p^2\rangle$. A free electron, for which $\mathbf p$ is diagonal and $\Delta_m=0$, has exactly this term. Being proportional to $p^2$ it changes $1/2m$, and it is already contained in the measured mass used in the Hamiltonian. What is left is Bethe's expression,
$$\Delta E=\frac{2\alpha^3}{3\pi}\int_0^Kdk\,J(k),\qquad J(k)=\sum_m\frac{w_m}{\Delta_m+k},\qquad w_m=|\mathbf p_{m0}|^2\Delta_m .$$

The total weight $D=\sum_mw_m=\sum_i\langle0|p_i(H-E_0)p_i|0\rangle$ follows from a double commutator. Expanding, $[p_i,[H,p_i]]=2p_iHp_i-p_i^2H-Hp_i^2$, whose expectation value in $|0\rangle$ is $2\langle p_i(H-E_0)p_i\rangle$. Directly, $[H,p_i]=[V,-i\partial_i]=i\,\partial_iV$ and $[p_i,i\,\partial_iV]=\partial_i^2V$. Therefore
$$D=\tfrac12\langle\nabla^2V\rangle .$$
For photons with $k$ above the excitation energies that carry the weight, $J\to D/k$, and the shift per unit $\ln k$ is $(2\alpha^3/3\pi)\cdot\frac12\langle\nabla^2V\rangle=(\alpha^3/3\pi)\langle\nabla^2V\rangle$. That is Welton's $\frac16\cdot\frac{2\alpha^3}{\pi}\langle\nabla^2V\rangle$. For slow photons $J\to\sum_mw_m/\Delta_m=\langle p^2\rangle$, a constant, so $kJ\to0$ and the integral converges at its lower end without a cutoff.

The upper limit comes from what the dipole approximation drops. A photon carries momentum $q=\alpha k$, and emitting it changes the electron's kinetic energy by $-\mathbf q\cdot\mathbf p+q^2/2$. Relative to $k$ in the denominator these are of size $\alpha p$ and $\alpha^2k/2$. Both are small for a slow electron until $k$ approaches $1/\alpha^2=mc^2$, even when the wavelength is shorter than the orbit. I choose $K=mc^2$. The factor of order one in $K$ is beyond this theory.

**Q.** What is $k_0$ then, and does $2p$ come out as zero?

The jitter picture and Bethe's expression agree on the coefficient of the logarithm, which for a point nucleus belongs to $s$ states alone, and the upper limit has been chosen as $K=mc^2$. What remains is to find $k_0$ and the $2p$ shift from the sum over intermediate states, to put in numbers for an ion, and to judge how far they can be trusted.

Numbers in the example were calculated in double precision.
